# Equilibrium step fluctuations: attachment-detachment versus edge diffusion

## Result and its regime

Let \(x(y,t)\) be the position of a step whose mean direction is \(y\). For a long step in thermal equilibrium, the mean square displacement of one point of the step,
\[
G(t)=\left\langle [x(y,t)-x(y,0)]^2\right\rangle , \tag{1}
\]
grows as
\[
G_{\rm a}(t)=2\left(\frac{s\,\Gamma_{\rm a}t}{\pi}\right)^{1/2},
\qquad
G_{\rm h}(t)=\frac{2\,\Gamma(3/4)}{\pi}\,s^{3/4}(\Gamma_{\rm h}t)^{1/4}. \tag{2}
\]
The first law holds when the step moves by attachment and detachment of adatoms, the second when atoms only hop along the step edge. Here \(s=k_{\rm B}T/\tilde\beta\) is a length, \(\tilde\beta\) is the step stiffness, \(\Gamma_{\rm a}\) (length³/time) and \(\Gamma_{\rm h}\) (length⁵/time) are mobilities, and \(\Gamma(\cdot)\) with a numerical argument is the gamma function.

The growing quantity is \(G\), the correlation function of displacements. The position autocorrelation falls as \(G\) rises. On a long step the motion of the mean position is negligible at times much shorter than the relaxation time of the longest mode. With \(x\) measured from that mean, expanding the square in (1) then gives \(G=2\langle x^2\rangle-2\langle x(t)x(0)\rangle\) in equilibrium.

The step is taken to be isolated and unpinned, with small slopes after coarse-graining. For attachment, the terrace is a reservoir of uniform chemical potential, so that an atom leaving one site does not influence its neighbours through the terrace. The laws apply in a window of times between a lattice onset and the relaxation of the longest mode, both found below.

## Energy and equilibrium spectrum

For small slopes the energy of a step of length \(L\) is
\[
H=\frac{\tilde\beta}{2}\int_0^L(\partial_yx)^2\,dy . \tag{3}
\]
With periodic ends, write \(x=\sum_q x_q e^{iqy}\), where \(q=2\pi n/L\) and \(x_{-q}=x_q^*\). Orthogonality of the exponentials gives
\[
H=\frac{\tilde\beta L}{2}\sum_q q^2|x_q|^2 .
\]
The modes \(q\) and \(-q\) together contribute \(\tilde\beta Lq^2[({\rm Re}\,x_q)^2+({\rm Im}\,x_q)^2]\). Each of the two squares carries a mean energy \(k_{\rm B}T/2\), so \(\tilde\beta Lq^2\langle|x_q|^2\rangle=k_{\rm B}T\), or
\[
\langle|x_q|^2\rangle=\frac{s}{Lq^2},\qquad q\neq0 . \tag{4}
\]
This spectrum contains no kinetics. Both mechanisms share it and differ only in how fast each mode is renewed.

## The two equations of motion

The thermodynamic force on the step, per unit length, follows from (3) by one integration by parts:
\[
f=-\frac{\delta H}{\delta x}=\tilde\beta\,\partial_y^2x . \tag{5}
\]
A protrusion has \(\partial_y^2x<0\) and is pushed back.

**Attachment-detachment.** Each part of the step exchanges atoms with the reservoir independently. To linear order its velocity is proportional to the local force, with coefficient \(\Gamma_{\rm a}/k_{\rm B}T\):
\[
\partial_tx=\frac{\Gamma_{\rm a}}{s}\,\partial_y^2x+\eta(y,t). \tag{6}
\]

**Edge diffusion.** Hops along the edge conserve the area behind the step, so the motion must follow from an area current \(j\) along \(y\), with \(\partial_tx=-\partial_yj\). The chemical potential per unit area is \(\mu=-f=-\tilde\beta\,\partial_y^2x\), and the current runs down its gradient:
\[
j=-\frac{\Gamma_{\rm h}}{k_{\rm B}T}\,\partial_y\mu+\zeta
=\frac{\Gamma_{\rm h}}{s}\,\partial_y^3x+\zeta .
\]
Taking \(-\partial_y\) of this current gives
\[
\partial_tx=-\frac{\Gamma_{\rm h}}{s}\,\partial_y^4x-\partial_y\zeta(y,t). \tag{7}
\]
The two additional derivatives express conservation: one turns the chemical potential into a current, the other turns the current into a displacement.

In Fourier space both equations read
\[
\dot x_q=-r_qx_q+\eta_q,\qquad r_q=A|q|^z, \tag{8}
\]
with \(z=2,\ A=\Gamma_{\rm a}/s\) for attachment and \(z=4,\ A=\Gamma_{\rm h}/s\) for edge diffusion.

The noise strength is fixed by equilibrium. Let \(\langle\eta_q(t)\eta_q^*(t')\rangle=N_q\delta(t-t')\). Then
\[
\frac{d}{dt}\langle|x_q|^2\rangle=-2r_q\langle|x_q|^2\rangle+N_q ,
\]
and stationarity of (4) requires \(N_q=2r_qs/(Lq^2)\). This is \(2\Gamma_{\rm a}/L\) for attachment and \(2\Gamma_{\rm h}q^2/L\) for edge diffusion. Back in real space, these are
\[
\langle\eta\eta'\rangle=2\Gamma_{\rm a}\,\delta(y-y')\delta(t-t'),\qquad
\langle\zeta\zeta'\rangle=2\Gamma_{\rm h}\,\delta(y-y')\delta(t-t'). \tag{9}
\]
The factor \(q^2\) in the second case comes from the derivative in front of \(\zeta\).

## From modes to displacement

The solution of (8) is \(x_q(t)=x_q(0)e^{-r_qt}+\int_0^te^{-r_q(t-t')}\eta_q(t')\,dt'\). The later noise is uncorrelated with \(x_q(0)\), so
\[
\langle x_q(t)x_q^*(0)\rangle=\frac{s}{Lq^2}\,e^{-r_qt}. \tag{10}
\]
Expanding the squared difference and using stationarity gives
\[
\langle|x_q(t)-x_q(0)|^2\rangle=\frac{2s}{Lq^2}\left(1-e^{-r_qt}\right). \tag{11}
\]
By translational invariance \(G\) is the sum of (11) over \(q\). For a long step \(\sum_q\to(L/2\pi)\int dq\), and since the integrand is even,
\[
G(t)=\frac{2s}{\pi}\int_0^\infty\frac{1-e^{-Aq^zt}}{q^2}\,dq . \tag{12}
\]
Put \(c=At\) and integrate by parts, with \(q^{-2}=-d(q^{-1})/dq\):
\[
\int_0^\infty\frac{1-e^{-cq^z}}{q^2}dq
=\left[-\frac{1-e^{-cq^z}}{q}\right]_0^\infty
+\int_0^\infty cz\,q^{z-2}e^{-cq^z}dq .
\]
The bracket vanishes at infinity because of \(1/q\), and at zero because it behaves as \(cq^{z-1}\) with \(z>1\). In the remaining integral let \(u=cq^z\). Then \(du=czq^{z-1}dq\) and \(1/q=(c/u)^{1/z}\), which leaves
\[
c^{1/z}\int_0^\infty u^{-1/z}e^{-u}du=c^{1/z}\,\Gamma(1-1/z).
\]
Therefore
\[
G(t)=\frac{2s}{\pi}\,\Gamma\!\left(1-\frac1z\right)(At)^{1/z}. \tag{13}
\]
For \(z=2\), \(\Gamma(1/2)=\sqrt\pi\) and \(s(\Gamma_{\rm a}t/s)^{1/2}=(s\Gamma_{\rm a}t)^{1/2}\). For \(z=4\), \(s(\Gamma_{\rm h}t/s)^{1/4}=s^{3/4}(\Gamma_{\rm h}t)^{1/4}\). These are the two laws (2). Direct quadrature of (12) agrees with (13) to rounding error.

The exponent has a simple geometrical reading. In time \(t\) the modes with \(|q|\) above about \(1/\xi\) are renewed, where \(\xi=(At)^{1/z}\). The equilibrium wandering between two points a distance \(\xi\) apart is, from (4),
\[
\langle[x(y+\xi)-x(y)]^2\rangle=\frac{s}{\pi}\int_{-\infty}^{\infty}\frac{1-\cos q\xi}{q^2}\,dq=s\xi ,
\]
because the integral equals \(\pi\xi\). Equation (13) says that \(G\) is \(s\xi\) times a number of order one. The wandering is the same for both mechanisms, but the renewed length grows as \(t^{1/2}\) in one case and as \(t^{1/4}\) in the other. The typical slope on this scale is \((s/\xi)^{1/2}\), so the small-slope energy (3) is justified when \(\xi\gg s\).

## Lattice onset and atomic meaning of the mobilities

Let the step consist of sites of width \(a\), each displaced in units of \(a\). At the shortest times the restoring force has not yet acted and only noise matters. On a lattice \(\delta(y-y')\) becomes \(1/a\) at coinciding sites. For attachment, (9) then gives \(G=2\Gamma_{\rm a}t/a\). For edge diffusion a site gains from one bond and loses to the other, \(\dot x_i=-(\zeta_{i+1/2}-\zeta_{i-1/2})/a\), and the two independent currents add their variances:
\[
G=\frac{2\Gamma_{\rm a}t}{a}\ \ (\text{attachment}),\qquad
G=\frac{4\Gamma_{\rm h}t}{a^3}\ \ (\text{edge diffusion}). \tag{14}
\]
Both are linear in \(t\). For a rough step, with \(s\) of order \(a\) or larger, the power laws take over when \(\xi\) exceeds the lattice spacing, that is for \(t\gg a^z/A\). A step with few kinks, \(s\ll a\), has a second length, the mean kink spacing of about \(a^2/s\). While \(\xi\) is below it, edge diffusion is not described by (7), and \(G\) grows faster than \(t^{1/4}\) long after \(a^4/A\).

Equation (14) also links the mobilities to atomic events. Let \(\nu\) be the mean rate of completed unit moves, both directions counted together, per site for attachment and per bond for edge hops. If successive moves are uncorrelated, the variance of a site grows as \(a^2\nu t\) in the first case and as \(2a^2\nu t\) in the second, since a site belongs to two bonds. Comparison with (14) gives
\[
\Gamma_{\rm a}=\tfrac12a^3\nu,\qquad \Gamma_{\rm h}=\tfrac12a^5\nu . \tag{15}
\]
Move rates depend on the local arrangement of kinks, and this can correlate successive moves beyond the linear drift already contained in (6) and (7). Equation (15) neglects that memory.

A Monte Carlo simulation of a step with integer positions tests this together with the exponents. Its energy is \(\tfrac12Jk_{\rm B}T\sum_id_i^2\), where \(d_i\) is the difference of neighbouring positions in units of \(a\) and \(J=0.2\). Comparison with (3) gives \(s=a/J=5a\), a rough step. This energy is quadratic at all slopes by construction, so the simulation does not test the small-slope condition \(\xi\gg s\); the edge-hop run covers only \(\xi\approx1.8a\) to \(3.5a\). With attachment moves alone the fitted exponent is 0.505; with edge hops alone it is 0.255. At the longest lag, \(G\) divided by the law (2), with mobilities from the counted moves through (15), is 0.996 and 0.980. The test allowed deviations of 0.04 in the exponent and 10% in the amplitude, so at this roughness the neglected memory has no large effect on \(G\). The mobilities themselves are tested less sharply, because \(G\) varies only as \(\Gamma_{\rm a}^{1/2}\) or \(\Gamma_{\rm h}^{1/4}\): a 10% change in \(G\) corresponds to roughly 20% in \(\Gamma_{\rm a}\) and 40% in \(\Gamma_{\rm h}\). For steps with few kinks (15) would need a separate check, whereas (2) needs the true long-wavelength mobilities and, for edge diffusion, a renewed length \(\xi\) well beyond the kink spacing \(a^2/s\).

## Finite length

On a periodic step the slowest mode has \(q=2\pi/L\) and relaxes in the time
\[
t_L=\frac{1}{A}\left(\frac{L}{2\pi}\right)^z . \tag{16}
\]
For \(t\gg t_L\) every exponential in (11) has died out. Summing over \(q=\pm2\pi n/L\) gives
\[
\sum_{q\ne0}\frac{2s}{Lq^2}=2\cdot\frac{2s}{L}\,\frac{L^2}{4\pi^2}\sum_{n=1}^\infty\frac1{n^2}
=\frac{sL}{\pi^2}\cdot\frac{\pi^2}{6}=\frac{sL}{6}. \tag{17}
\]
The mode \(q=0\), the mean position of the step, has no restoring force. Edge diffusion cannot move it, because area is conserved, and \(G\) saturates at \(sL/6\). Under attachment, (6) and (9) give the mean position a variance \(L^{-2}\cdot2\Gamma_{\rm a}L\,t=2\Gamma_{\rm a}t/L\), so
\[
G\to\frac{sL}{6}+\frac{2\Gamma_{\rm a}t}{L}. \tag{18}
\]
A step exchanging atoms with a reservoir thus never saturates unless something pins its mean position, such as fixed ends.

The limits (14), (17) and (18) and the intermediate laws were tested on a ring of 128 sites by propagating the covariance matrix of the discrete Langevin equation in real space, without the mode solution. In the scaling window the ring gives 0.9990 of the attachment law and 0.9986 of the edge-diffusion law.

## Both mechanisms at once

If the two processes act independently, their drifts and their noise strengths add, and the spectrum (4) stays stationary. The decay rate becomes
\[
r_q=\frac{\Gamma_{\rm a}q^2+\Gamma_{\rm h}q^4}{s}. \tag{19}
\]
Edge diffusion dominates at short wavelengths, hence at early times; attachment dominates at long wavelengths and late times. The exponent therefore rises from 1/4 to 1/2. Setting the two laws (2) equal, dividing by 2 and taking the fourth power gives
\[
\frac{s^2\Gamma_{\rm a}^2t^2}{\pi^2}=\frac{\Gamma(3/4)^4}{\pi^4}\,s^3\Gamma_{\rm h}t
\quad\Longrightarrow\quad
t_\times=\frac{\Gamma(3/4)^4}{\pi^2}\,\frac{s\,\Gamma_{\rm h}}{\Gamma_{\rm a}^2}. \tag{20}
\]
The combined \(G\) is not the sum of the two laws. For positive \(u\) and \(v\), \((1-e^{-u})(1-e^{-v})>0\) rearranges to \(1-e^{-u-v}<(1-e^{-u})+(1-e^{-v})\). Applied under the integral (12), this shows that \(G\) lies below the sum. It lies above each law separately, because adding a process raises every \(r_q\).

The shape of the crossover contains no free parameter. With \(q=k(\Gamma_{\rm a}/\Gamma_{\rm h})^{1/2}\), the exponent in (12) becomes \(r_qt=(\Gamma_{\rm a}^2t/s\Gamma_{\rm h})(k^2+k^4)\), which depends on time through \(t/t_\times\) alone. The local exponent \(d\ln G/d\ln t\) at \(t_\times\) is therefore the same number for every long step in this model; numerically it is 0.365.

## Worked example

Take round model parameters: \(T=600\) K, \(\tilde\beta=0.2\) eV/nm, \(a=0.3\) nm, \(L=1000\) nm, \(\Gamma_{\rm a}=10\) nm³/s and \(\Gamma_{\rm h}=1000\) nm⁵/s. Then \(k_{\rm B}T=0.0517\) eV and
\[
s=\frac{0.0517}{0.2}\ {\rm nm}=0.2585\ {\rm nm}.
\]
For each mechanism acting alone, (2) gives at \(t=1\) s
\[
G_{\rm a}=2\left(\frac{0.2585\times10}{\pi}\right)^{1/2}{\rm nm^2}=1.81\ {\rm nm^2},
\]
\[
G_{\rm h}=\frac{2\,\Gamma(3/4)}{\pi}(0.2585)^{3/4}(1000)^{1/4}\ {\rm nm^2}=1.59\ {\rm nm^2}.
\]
The rms displacements are 1.35 nm and 1.26 nm, a few lattice spacings. A single measurement at this time would hardly tell the mechanisms apart; the time dependence does. At 16 s the values are 7.26 nm² and 3.18 nm², larger by factors of \(16^{1/2}=4\) and \(16^{1/4}=2\).

Both times lie inside the window. The coefficients are \(A=38.7\) nm²/s for attachment and \(A=3868\) nm⁴/s for edge diffusion. The lattice onset \(a^z/A\) is \(2.3\times10^{-3}\) s and \(2.1\times10^{-6}\) s respectively, and \(t_L\) from (16) is 655 s and \(1.7\times10^5\) s. The plateau \(sL/6\) is 43.1 nm², far above the values reached at 16 s.

If both processes act with these mobilities, (20) gives \(t_\times=0.59\) s. Each law alone would give 1.39 nm² there, while the combined rate (19) gives 1.85 nm², above either and below their sum, as shown above. The integral gives local exponents of 0.2502 at \(10^{-6}t_\times\) and 0.5000 at \(10^6t_\times\). These confirm the two limits of the continuum model for an infinitely long step. For the present step the first time is shorter than the lattice onset and the second is longer than \(t_L\), so neither limit would be observed that cleanly. Data taken around \(t_\times\) would show an intermediate exponent, which by itself is no evidence for a third mechanism.

The numerical output lists these values and the results of the tests.

## Values computed for the example and the checks

```
quadrature vs closed form, largest relative error: 2.2e-16
Langevin ring, number of sites: 128
ring G/(linear onset), attachment: 0.9990
ring G/(linear onset), edge diffusion: 0.9951
ring G/(power law), attachment: 0.9990
ring G/(power law), edge diffusion: 0.9986
ring G/(plateau + mean drift), attachment: 1.00000
ring G/(plateau), edge diffusion: 0.99994
Monte Carlo energy parameter J: 0.20 (kT)
MC attachment: lags 64 to 1024 sweeps
MC attachment: counted mobility 0.2272 (lattice units)
MC attachment: G first, last 9.44, 38.33 (sites^2)
MC attachment: fitted exponent 0.505
MC attachment: G/(power law) at last lag 0.996
MC attachment: J<d^2> after the run 0.996
MC edge diffusion: lags 256 to 4096 sweeps
MC edge diffusion: counted mobility 0.1908 (lattice units)
MC edge diffusion: G first, last 6.67, 13.52 (sites^2)
MC edge diffusion: fitted exponent 0.255
MC edge diffusion: G/(power law) at last lag 0.980
MC edge diffusion: J<d^2> after the run 1.003
temperature: 600 K
stiffness: 0.20 eV/nm
lattice spacing: 0.30 nm; step length: 1000 nm
attachment mobility: 10.0 nm^3/s
edge mobility: 1000.0 nm^5/s
kT: 0.05170 eV
s = kT/stiffness: 0.2585 nm
attachment: A = 38.68 nm^2/s
attachment: G(1 s) = 1.8143 nm^2, G(16 s) = 7.2571 nm^2
attachment: rms displacement at 1 s = 1.3469 nm
attachment: lattice onset time = 2.327e-03 s
attachment: slowest mode time = 6.548e+02 s
edge diffusion: A = 3868.17 nm^4/s
edge diffusion: G(1 s) = 1.5905 nm^2, G(16 s) = 3.1810 nm^2
edge diffusion: rms displacement at 1 s = 1.2612 nm
edge diffusion: lattice onset time = 2.094e-06 s
edge diffusion: slowest mode time = 1.659e+05 s
plateau s*L/6: 43.09 nm^2
crossover time: 0.5906 s
each pure law at crossover: 1.3943 nm^2
both processes, G at crossover: 1.8517 nm^2
both, local exponent at 1e-6 crossover times: 0.2502
both, local exponent at crossover: 0.3649
both, local exponent at 1e6 crossover times: 0.5000
```
